# Two proofs that Thomas-Fermi theory has no negative ions: a numerical check

```python
"""Thomas-Fermi theory has no negative ions: a minimiser with N electrons
exists only for N <= Z, and the chemical potential mu vanishes at N = Z.

Rydberg atomic units: energy in Ry, length in bohr, e^2 = 2.
E[rho] = (3/5) gamma int rho^(5/3) - int V rho + double int rho rho'/|x-y|
gamma = (3 pi^2)^(2/3);  V = 2 Z / r for an atom
phi = V - 2 int rho(y)/|x-y| dy;  gamma rho^(2/3) = max(phi + mu, 0)

The atom is treated by minimising the exact energy of densities constant
in each of many spherical shells, inside a ball of radius L. In the ball a
minimiser exists for every N; the limit of large L shows what survives.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erf

Z = 17.0
GAMMA = (3 * np.pi**2) ** (2 / 3)
RY_EV = physical_constants["Rydberg constant times hc in eV"][0]

# ---------- Newton's theorem and the two-centre charge model ----------
nodes, weights = np.polynomial.legendre.leggauss(120)


def sphere_mean(function, radius):
    """Mean over a sphere at the origin of an axially symmetric function."""
    z = radius * nodes
    s = radius * np.sqrt(1 - nodes**2)
    return 0.5 * np.sum(weights * function(s, z))


for distance in (1.0, 5.0):
    mean = sphere_mean(lambda s, z: 1 / np.hypot(s, z - distance), 3.0)
    assert abs(mean - 1 / max(3.0, distance)) < 1e-10

Z_LEFT, Z_RIGHT, SHIFT, WIDTH = 8.0, 1.0, 0.7, 1.5
Z_PAIR = Z_LEFT + Z_RIGHT


def pair_potential(s, z, electrons):
    """Nuclei at z = -1 and +1, Gaussian electron cloud centred at SHIFT."""
    d = np.hypot(s, z - SHIFT)
    nuclear = Z_LEFT / np.hypot(s, z + 1) + Z_RIGHT / np.hypot(s, z - 1)
    return 2 * nuclear - 2 * electrons * erf(d / WIDTH) / d


def newton_mean(radius, electrons):
    """2Z/R - 2 int rho/max(R,r), by radial quadrature of the cloud."""
    def shell_density(r):
        k = 2 * r * SHIFT / WIDTH**2
        angular = np.sinh(k) / k if k > 1e-8 else 1.0
        gauss = np.exp(-(r**2 + SHIFT**2) / WIDTH**2)
        norm = electrons / (np.pi * WIDTH**2) ** 1.5
        return 4 * np.pi * r**2 * norm * gauss * angular
    inner = quad(shell_density, 0, min(radius, 15.0), epsabs=1e-12)[0]
    outer = 0.0
    if radius < 15:
        outer = quad(lambda r: shell_density(r) / r, radius, 15.0,
                     epsabs=1e-12)[0]
    return 2 * Z_PAIR / radius - 2 * inner / radius - 2 * outer


pair_direct = sphere_mean(lambda s, z: pair_potential(s, z, 10.0), 3.0)
pair_newton = newton_mean(3.0, 10.0)
assert abs(pair_direct - pair_newton) < 1e-8
pair_far = sphere_mean(lambda s, z: pair_potential(s, z, 10.0), 50.0)
assert pair_far < 0  # excess electrons force a negative mean potential

# One electron short of neutrality with mu = 0: density too large far away
mean_density = sphere_mean(
    lambda s, z: (pair_potential(s, z, 8.0) / GAMMA) ** 1.5, 50.0)
jensen_bound = (2 * (Z_PAIR - 8.0) / (GAMMA * 50.0)) ** 1.5
assert mean_density > jensen_bound


# ---------- direct minimisation for the atom in a ball ----------
class Shells:
    """Exact electrostatics of uniformly charged concentric shells."""

    def __init__(self, L, count=320, wall=0.01):
        g = np.geomspace(1e-6, L / wall, count)
        edges = np.concatenate(([0.0], (1 + wall) * g / (1 + g / L)))
        a, h = edges[:-1], np.diff(edges)
        cubic = 3 * a**2 + 3 * a * h + h**2
        self.L = L
        self.outer_edge = edges[1:]
        self.volume = 4 * np.pi / 3 * h * cubic
        self.inv_r = 1.5 * (2 * a + h) / cubic
        self.K = np.minimum.outer(self.inv_r, self.inv_r)
        own = 6 * (1.5 * a**3 + 2 * a**2 * h + a * h**2 + h**3 / 5)
        np.fill_diagonal(self.K, own / cubic**2)

    def phi(self, q):
        return 2 * Z * self.inv_r - 2 * self.K @ q

    def energy(self, q):
        kinetic = 0.6 * GAMMA * np.sum(q ** (5 / 3) / self.volume ** (2 / 3))
        return kinetic - 2 * Z * self.inv_r @ q + q @ self.K @ q

    def charges(self, mu):
        """Shell charges satisfying the minimum condition at given mu."""
        scaled_K = self.K / self.inv_r[:, None]
        source = 2 * Z + mu / self.inv_r

        def fill(y):
            w = np.maximum(y * self.inv_r, 0)
            return self.volume * (w / GAMMA) ** 1.5, w

        def residual(y):
            return y - source + 2 * scaled_K @ fill(y)[0]

        y = source.copy()
        for _ in range(100):
            w = fill(y)[1]
            slope = 1.5 * self.volume * np.sqrt(w) / GAMMA**1.5
            jac = 2 * scaled_K * (slope * self.inv_r)[None, :]
            jac[np.diag_indices_from(jac)] += 1
            res = residual(y)
            step = np.linalg.solve(jac, -res)
            size, t = np.linalg.norm(res), 1.0
            while (np.linalg.norm(residual(y + t * step)) > size + 1e-10
                   and t > 1e-3):
                t /= 2
            y = y + t * step
            if np.max(np.abs(step)) < 1e-10:
                return fill(y)[0]
        raise RuntimeError("Newton iteration did not converge")

    def minimise(self, N, low, high):
        mu = brentq(lambda m: self.charges(m).sum() - N, low, high,
                    xtol=1e-13)
        return mu, self.charges(mu)


balls = {L: Shells(L) for L in (10.0, 100.0, 1000.0)}
small = balls[10.0]

# Uniform ball of unit charge: the shell sums must give 6/(5L)
uniform = small.volume / small.volume.sum()
self_energy = uniform @ small.K @ uniform
assert abs(self_energy - 6 / (5 * small.L)) < 1e-10

# Positive ion, N = 16
mu_ion, q_ion = small.minimise(16.0, -5.0, 0.0)
e_ion = small.energy(q_ion)
e_plus = small.energy(small.minimise(16.1, -5.0, 0.0)[1])
e_minus = small.energy(small.minimise(15.9, -5.0, 0.0)[1])
slope_ion = (e_plus - e_minus) / 0.2
assert mu_ion < 0 and abs(slope_ion - mu_ion) < 2e-3
phi_ion_min = small.phi(q_ion).min()
assert phi_ion_min > 0

# True minimum: mixing in any other density of equal mass costs energy
rng = np.random.default_rng(1)
for _ in range(30):
    other = q_ion * np.exp(rng.normal(size=q_ion.size)) + 0.01 * uniform
    other *= q_ion.sum() / other.sum()
    assert small.energy(0.98 * q_ion + 0.02 * other) > e_ion


# Same ion from the radial equation for u = r (phi + mu), with t = sqrt(r)
def nuclear_value(edge):
    """Integrate inward from the edge of the ion; returns u(0) - 2Z."""
    def rhs(t, y):
        return [2 * t * y[1], 16 / (3 * np.pi) * max(y[0], 0.0) ** 1.5]

    def too_large(t, y):
        return y[0] - 100
    too_large.terminal = True
    sol = solve_ivp(rhs, (np.sqrt(edge), 0.0), [0.0, -2 * (Z - 16) / edge],
                    method="DOP853", rtol=1e-10, atol=1e-12,
                    events=too_large)
    assert sol.success
    return sol.y[0, -1] - 2 * Z


r_edge = brentq(nuclear_value, 0.5, 10.0, xtol=1e-10)
mu_radial = -2 * (Z - 16) / r_edge
# shell densities carry a discretisation error of second order in the width
assert abs(mu_ion / mu_radial - 1) < 1e-2
assert q_ion[small.outer_edge > 1.2 * r_edge].sum() < 1e-10

# Neutral atom, one surplus electron, and the mass at mu = 0
rows = []
for L, ball in balls.items():
    mass_zero = ball.charges(0.0).sum()
    mu17, q17 = ball.minimise(17.0, -1 / L, 6 / L)
    mu18, q18 = ball.minimise(18.0, -1 / L, 6 / L)
    added = ball.energy(q18) - ball.energy(q17)
    far_charge = q18[ball.outer_edge > L / 2].sum()
    phi_wall = ball.phi(q18)[-1]
    assert ball.phi(q17).min() > -1e-6
    assert phi_wall < 0 < mu18 and added > 0
    rows.append((L, mass_zero, mu17, mu18, added, far_charge, phi_wall))

for near, far in zip(rows, rows[1:]):
    assert abs(far[1] - Z) < abs(near[1] - Z)
    assert abs(far[2]) < 0.01 * abs(near[2])
    assert far[3] < near[3] and far[4] < near[4]
last = rows[-1]
assert abs(last[1] - Z) < 1e-4 and abs(last[2]) < 1e-6
assert 2 < last[0] * last[3] < 2.1
assert 1 < last[0] * last[4] < 1.1
assert abs(last[5] - 1) < 1e-2

e_neutral = small.energy(small.minimise(17.0, -0.1, 0.6)[1])
assert e_neutral < e_ion

# ---------- output ----------
print(f"gamma = {GAMMA:.6f} Ry bohr^2")
print("Two-centre model: Z = 8 + 1, nuclei at z = -1, +1 bohr")
print(f"  cloud centre {SHIFT} bohr, Gaussian width {WIDTH} bohr")
print(f"  10 electrons, R = 3 bohr, mean phi direct: {pair_direct:.8f} Ry")
print(f"  same from Newton's theorem: {pair_newton:.8f} Ry")
print(f"  10 electrons, R = 50 bohr, mean phi: {pair_far:.6f} Ry")
print("  8 electrons, mu = 0, R = 50 bohr:")
print(f"    mean of (phi/gamma)^(3/2): {mean_density:.5e} bohr^-3")
print(f"    Jensen lower bound:        {jensen_bound:.5e} bohr^-3")
print(f"Unit charge in ball L = 10 bohr, self-energy: {self_energy:.6f} Ry")
print(f"Chlorine, Z = {Z:.0f}; shells per ball: {small.volume.size}")
print("N = 16 (ball L = 10 bohr):")
print(f"  mu from minimisation: {mu_ion:.4f} Ry = {mu_ion*RY_EV:.3f} eV")
print(f"  dE/dN by differences: {slope_ion:.4f} Ry")
print(f"  edge r0 from radial equation: {r_edge:.4f} bohr")
print(f"  mu = -2(Z-N)/r0: {mu_radial:.4f} Ry = {mu_radial*RY_EV:.3f} eV")
print(f"  smallest phi in the ball: {phi_ion_min:.4f} Ry")
print(f"  E(16) - E(17) in this ball: {e_ion - e_neutral:.4f} Ry")
for L, mass_zero, mu17, mu18, added, far_charge, phi_wall in rows:
    print(f"Ball radius L = {L:.0f} bohr:")
    print(f"  electrons held at mu = 0: {mass_zero:.6f}")
    print(f"  mu(N=17): {mu17:.3e} Ry")
    print(f"  mu(N=18): {mu18:.6f} Ry; L*mu = {L*mu18:.4f} Ry bohr")
    print(f"  E(18)-E(17): {added:.6f} Ry; times L = {L*added:.4f} Ry bohr")
    print(f"  N=18: electrons beyond L/2: {far_charge:.4f}")
    print(f"  N=18: phi at the wall: {phi_wall:.6f} Ry")
print("OK")
```

Running it gives:

```
gamma = 9.570780 Ry bohr^2
Two-centre model: Z = 8 + 1, nuclei at z = -1, +1 bohr
  cloud centre 0.7 bohr, Gaussian width 1.5 bohr
  10 electrons, R = 3 bohr, mean phi direct: -0.61330709 Ry
  same from Newton's theorem: -0.61330709 Ry
  10 electrons, R = 50 bohr, mean phi: -0.040000 Ry
  8 electrons, mu = 0, R = 50 bohr:
    mean of (phi/gamma)^(3/2): 2.72339e-04 bohr^-3
    Jensen lower bound:        2.70190e-04 bohr^-3
Unit charge in ball L = 10 bohr, self-energy: 0.120000 Ry
Chlorine, Z = 17; shells per ball: 320
N = 16 (ball L = 10 bohr):
  mu from minimisation: -0.3931 Ry = -5.348 eV
  dE/dN by differences: -0.3936 Ry
  edge r0 from radial equation: 5.0899 bohr
  mu = -2(Z-N)/r0: -0.3929 Ry = -5.346 eV
  smallest phi in the ball: 0.2001 Ry
  E(16) - E(17) in this ball: 0.1558 Ry
Ball radius L = 10 bohr:
  electrons held at mu = 0: 16.933712
  mu(N=17): 1.742e-02 Ry
  mu(N=18): 0.267854 Ry; L*mu = 2.6785 Ry bohr
  E(18)-E(17): 0.143926 Ry; times L = 1.4393 Ry bohr
  N=18: electrons beyond L/2: 1.5944
  N=18: phi at the wall: -0.200066 Ry
Ball radius L = 100 bohr:
  electrons held at mu = 0: 16.999864
  mu(N=17): 3.408e-06 Ry
  mu(N=18): 0.021343 Ry; L*mu = 2.1343 Ry bohr
  E(18)-E(17): 0.010751 Ry; times L = 1.0751 Ry bohr
  N=18: electrons beyond L/2: 1.0012
  N=18: phi at the wall: -0.020007 Ry
Ball radius L = 1000 bohr:
  electrons held at mu = 0: 17.000000
  mu(N=17): 3.863e-10 Ry
  mu(N=18): 0.002033 Ry; L*mu = 2.0326 Ry bohr
  E(18)-E(17): 0.001018 Ry; times L = 1.0181 Ry bohr
  N=18: electrons beyond L/2: 1.0000
  N=18: phi at the wall: -0.002001 Ry
OK
```
